# Valence s density at the nucleus and alkali field factors

## Result and conventions

For one electron outside a closed core, the density of an s state at the nucleus is, to leading semiclassical order,

\[
|\psi_{ns}(0)|^2\simeq\frac{Z Z_a^2}{\pi n^{*3}}\,\frac{dn^*}{dn}. \tag{1}
\]

This is the Goudsmit–Fermi–Segrè formula. It leads to the field factor, the energy shift of the level per unit change of the mean square nuclear charge radius:

\[
F=\frac{\partial E}{\partial\langle r^2\rangle}\simeq\frac{2}{3}\,\frac{Z^2Z_a^2}{n^{*3}}\,\frac{dn^*}{dn}. \tag{2}
\]

Atomic units are used unless a unit is given. The electron is nonrelativistic and moves in a fixed central potential energy \(V(r)\). Near the nucleus \(V\to -Z/r\) plus a constant; outside the core \(V=-Z_a/r\). A neutral alkali atom has \(Z_a=1\). The effective quantum number \(n^*\) is defined by the level energy,

\[
E=-\frac{Z_a^2}{2n^{*2}},\qquad n^*=n-\delta ,
\]

where \(n\) is the number of radial nodes plus one and \(\delta\) is the quantum defect. The derivative \(dn^*/dn\) is taken along the smooth curve through the levels of one series.

With \(\psi=u(r)/(r\sqrt{4\pi})\), normalization reads \(\int_0^\infty u^2dr=1\), and the radial equation is

\[
u''+p^2u=0,\qquad p^2=2(E-V). \tag{3}
\]

Since \(u\approx u'(0)\,r\) near the origin,

\[
|\psi(0)|^2=\frac{u'(0)^2}{4\pi}. \tag{4}
\]

The task is to find the slope at the origin of a normalized wave.

## The simple case: no core

Take \(V=-Z/r\) everywhere. The 2s solution with unit slope is \(u=r(1-Zr/2)e^{-Zr/2}\). Its norm is

\[
\int_0^\infty\!\Big(r^2-Zr^3+\frac{Z^2r^4}{4}\Big)e^{-Zr}dr
=\frac{2-6+6}{Z^3}=\frac{2}{Z^3}.
\]

Dividing the squared slope by this norm gives \(u'(0)^2=Z^3/2\), so \(|\psi(0)|^2=Z^3/(8\pi)\). This is the case \(n=2\) of \(Z^3/(\pi n^3)\), which is what (1) becomes when \(Z_a=Z\) and \(n^*=n\). The numerical check confirms the law for \(n=1\) to 6.

The Coulomb levels \(E=-Z^2/(2n^2)\) have \(dE/dn=Z^2/n^3\). The density can therefore be written as

\[
|\psi(0)|^2=\frac{Z}{\pi}\frac{dE}{dn}. \tag{5}
\]

One factor, \(Z\), belongs to the nucleus; the other is the level spacing. The next sections show that (5) survives, approximately, when a core screens the nucleus.

## Near the nucleus: slope and amplitude

Close to the nucleus the term \(-Z/r\) dominates both \(E\) and the constant in \(V\), and (3) becomes \(u''+(2Z/r)u=0\). Put

\[
u=\sqrt r\,J(x),\qquad x=\sqrt{8Zr},\qquad \frac{dx}{dr}=\frac{x}{2r}.
\]

With primes on \(J\) denoting \(d/dx\), two differentiations give

\[
u'=\frac{J+xJ'}{2\sqrt r},\qquad
u''=\frac{x^2J''+xJ'-J}{4r^{3/2}}.
\]

The remaining term is \((2Z/r)u=x^2J/(4r^{3/2})\). The equation is thus \(x^2J''+xJ'+(x^2-1)J=0\), Bessel's equation of order one. Because \(J_1(x)\approx x/2\) at small \(x\), the regular solution with unit slope is

\[
u=\sqrt{\frac{r}{2Z}}\,J_1(\sqrt{8Zr}). \tag{6}
\]

At large \(x\), \(J_1(x)\approx\sqrt{2/(\pi x)}\cos(x-3\pi/4)\). This has the WKB form. To see what that form requires, let \(w=p^{-1/2}e^{iS}\) with \(S'=p\). Then

\[
w''=-p^2w+\big(2(p^{-1/2})'p+p^{-1/2}p'\big)ie^{iS}+(p^{-1/2})''e^{iS}.
\]

The bracket vanishes, since \((p^{-1/2})'=-\tfrac12p^{-3/2}p'\). So \(w\) solves (3) apart from the last term, which is negligible when

\[
\big|p^{-3/2}(p^{-1/2})''\big|\ll1. \tag{7}
\]

This says that \(p\) must change slowly over a local wavelength.

For the inner Coulomb field, \(p=\sqrt{2Z/r}\) and \(\int_0^rp\,dr'=\sqrt{8Zr}=x\). The phase of the Bessel function is therefore the classical action, and

\[
u\approx\frac{A}{\sqrt p}\cos\!\Big(\int_0^r p\,dr'-\frac{3\pi}{4}\Big). \tag{8}
\]

Comparing squared amplitudes gives

\[
\frac{A^2}{p}=\frac{r}{2Z}\,\frac{2}{\pi x}
\quad\Rightarrow\quad
A^2=\frac{pr}{\pi Zx}=\frac{1}{2\pi Z},
\]

because \(pr=\sqrt{2Zr}=x/2\). For a wave of arbitrary slope, linearity gives

\[
u'(0)^2=2\pi Z A^2. \tag{9}
\]

Direct integration of the inner equation with \(Z=20\) out to 10 bohr gives \(2\pi ZA^2=1.0002\) for unit slope.

The join from (6) to (8) needs a range of \(r\) where \(x\gg1\), so that \(r\gg1/(8Z)\), while the nuclear term still dominates. If \(V\approx-Z/r+c\), the second condition is roughly \(r\ll Z/c\). A large nuclear charge helps to open this window.

## From the nucleus to the turning point

If (7) holds throughout the core, the wave keeps the form (8) with constant \(A\), now with the full \(p(r)\). The bound state must also decay beyond the outer turning point \(r_t\), where \(p=0\).

Near \(r_t\) write \(p^2\approx k(r_t-r)\). The decaying solution is the Airy function \(\mathrm{Ai}(-z)\), with \(z=k^{1/3}(r_t-r)\). For large positive \(z\) it behaves as

\[
\mathrm{Ai}(-z)\approx\pi^{-1/2}z^{-1/4}\cos\!\Big(\tfrac23z^{3/2}-\frac{\pi}{4}\Big),
\qquad \int_r^{r_t}p\,dr'=\tfrac23z^{3/2}.
\]

Let \(S=\int_0^rp\,dr'\) and \(\Phi=\int_0^{r_t}p\,dr'\). The two descriptions agree if

\[
\cos\!\Big(S-\frac{3\pi}{4}\Big)=\pm\cos\!\Big(\Phi-S-\frac{\pi}{4}\Big)
\]

for all \(S\) in the common range. Since cosine is even, this requires \(-3\pi/4=-\Phi+\pi/4\) up to a multiple of \(\pi\), so \(\Phi\) is a multiple of \(\pi\). The cosine in (8) also vanishes at \(S=\pi/4\), but that is too close to the nucleus for (8) to hold, and the true wave has no node there. The first real node is near \(S=5\pi/4\), close to the first positive zero of \(J_1\); the last is at \(S=\Phi-3\pi/4\). Nodes are spaced by \(\pi\), so their number is \(\Phi/\pi-1\). Hence

\[
\int_0^{r_t}p\,dr=n\pi. \tag{10}
\]

No Langer term \(1/(4r^2)\) is added to the potential: the Bessel solution has already supplied the correct phase at the nucleus.

The Coulomb limit checks this rule. For \(E=-Z^2/(2\nu^2)\), \(r_t=2\nu^2/Z\). With \(r=r_t\sin^2\theta\), \(p=(Z/\nu)\cot\theta\) and

\[
\int_0^{r_t}p\,dr=\frac{2Zr_t}{\nu}\int_0^{\pi/2}\cos^2\theta\,d\theta
=4\nu\,\frac{\pi}{4}=\pi\nu .
\]

Equation (10) then gives \(\nu=n\), the correct Coulomb spectrum.

## Normalization and level spacing

Treat \(n\) in (10) as continuous and differentiate with respect to \(E\). The moving endpoint contributes nothing because \(p(r_t)=0\). From \(p^2=2(E-V)\), \(\partial p/\partial E=1/p\). Therefore

\[
\pi\frac{dn}{dE}=\int_0^{r_t}\frac{dr}{p},
\qquad
\frac{dE}{dn}=\frac{\pi}{\int_0^{r_t}dr/p}. \tag{11}
\]

The integral is the classical travel time from nucleus to turning point, since \(p\) is the speed in these units.

The same integral appears in the norm. Over many oscillations \(\cos^2\) averages to \(1/2\), and the tail beyond \(r_t\) is neglected at this order:

\[
1=\int_0^\infty u^2dr\approx\frac{A^2}{2}\int_0^{r_t}\frac{dr}{p}
\quad\Rightarrow\quad
A^2=\frac{2}{\pi}\frac{dE}{dn}. \tag{12}
\]

Inserting this in (9) gives \(u'(0)^2=4Z\,dE/dn\), and (4) gives \(|\psi(0)|^2=(Z/\pi)dE/dn\). This is (5), now for a screened nucleus. An electron that spends less time on each excursion returns to the nucleus more often and has a larger density there.

The definition of \(n^*\) gives

\[
\frac{dE}{dn}=\frac{d}{dn}\Big(-\frac{Z_a^2}{2n^{*2}}\Big)
=\frac{Z_a^2}{n^{*3}}\frac{dn^*}{dn},
\]

and (1) follows. The factor \(Z\) comes from the region near the nucleus, while \(Z_a^2\) comes from the outer field that sets the level spacing.

## Testing the semiclassical limit

A screened model can test the approximation:

\[
V(r)=-\frac{Z_a+(Z-Z_a)e^{-r/a}}{r}, \tag{13}
\]

with \(Z=20\), \(Z_a=1\) and \(a=0.4\) bohr. These round parameters give a series of s levels like that of an alkali atom, but they do not describe a particular element: \(Z-Z_a=19\) is not the electron number of a closed-shell core. Energies and densities come from diagonalizing the radial Hamiltonian, without WKB.

Multiplying \(V\) by \(\lambda\) gives

\[
-\frac12\frac{d^2}{dr^2}+\lambda V
=\lambda\Big(-\frac{1}{2\lambda}\frac{d^2}{dr^2}+V\Big),
\]

so \(1/\lambda\) plays the part of \(\hbar^2\). In the core, where \(E\) is negligible, \(p^2\) grows as \(\lambda\) and the left side of (7) falls as \(1/\lambda\). For levels with \(n^*\) between 8 and 9, the ratio of formula (1) to the computed density is

- 1.029 for \(\lambda=1\);
- 1.008 for \(\lambda=4\);
- 0.9999 for \(\lambda=16\).

The error is smaller at each successive value in this list, but it does not fall steadily in between: at \(\lambda=1.1\) the formula is about 11% high, at \(\lambda=1.5\) it is 6.5% low, and at \(\lambda=2\) it is 2.7% high. Only at large \(\lambda\) does the error become small throughout. The action divided by \(\pi\) is too large by 0.039, 0.029 and 0.014 for the three listed values of \(\lambda\), so it too is closest to \(n\) at the largest one. The spacing from (11) agrees with the computed one to about 0.02% or better in all three cases, so it does not show the trend.

The first entry shows that a highly excited level does not by itself make (1) accurate. Inside the core \(|E|\ll|V|\) for such levels, so the unit-slope wave there hardly depends on \(E\). It leaves the core with nearly the same amplitude for every high member of the series. If that amplitude differs from the WKB value, the error remains as \(n\) grows.

## From density to field factor

Replace the point nucleus by a spherical charge density \(\rho(r)\) with total charge \(Z\). The electron's potential energy changes by \(\delta V\), which vanishes outside the nucleus. In first order, with the electron density constant across the nucleus,

\[
\delta E=|\psi(0)|^2\int\delta V\,d^3r .
\]

For an electron, Poisson's equation has a positive sign: \(\nabla^2\delta V=4\pi[\rho-Z\delta^3(\mathbf r)]\). Use \(\nabla^2r^2=6\) and integrate by parts twice; the surface terms vanish with \(\delta V\):

\[
\int\delta V\,d^3r=\frac16\int r^2\,\nabla^2\delta V\,d^3r
=\frac{4\pi}{6}\int r^2\rho\,d^3r=\frac{2\pi}{3}Z\langle r^2\rangle .
\]

The point charge drops out because \(r^2=0\) there. Between two isotopes,

\[
\delta E=F\,\delta\langle r^2\rangle,\qquad
F=\frac{2\pi}{3}Z|\psi(0)|^2, \tag{14}
\]

and inserting (1) gives (2). \(F\) is positive: spreading the nuclear charge weakens the attraction at short distance and raises the level.

A uniform sphere of radius \(R\) checks the factor. Inside it, \(\delta V=Z/r-Z(3-r^2/R^2)/(2R)\), so

\[
\int\delta V\,d^3r=4\pi Z\Big(\frac{R^2}{2}-\frac{R^2}{2}+\frac{R^2}{10}\Big)=\frac{2\pi ZR^2}{5}.
\]

This equals \((2\pi/3)Z\langle r^2\rangle\) with \(\langle r^2\rangle=3R^2/5\).

The assumption of constant density needs \(ZR\ll1\). For the 4s state of the model, energy differences were computed directly for a sphere and for a thin shell. At \(R=0.004\) bohr, where \(ZR=0.08\), they are 0.899 and 0.874 times the first-order value. Extrapolated to \(R=0\), both ratios become 1.002, within the 1% allowed for the extrapolation. At a nuclear rms radius of 3.5 fm, the slope of the same fit puts the correction for the sphere at about \(-0.2\%\); the fit does not fix a second digit. This is the correction to the whole shift from a point nucleus. Its leading term grows as \(R^3\) while \(\langle r^2\rangle\) grows as \(R^2\), so the relative correction to the derivative \(F=\partial E/\partial\langle r^2\rangle\), which is what acts between two isotopes, is \(3/2\) times as large, about \(-0.3\%\).

## An alkali-like atom

For a neutral alkali, (2) becomes \(F\simeq\tfrac23Z^2(dn^*/dn)/n^{*3}\). The level energies, measured from the ionization limit, supply \(n^*\) and its derivative. Regard \(\delta\) as a smooth function of \(E\). From \(n=n^*+\delta(E)\) and \(dE/dn^*=Z_a^2/n^{*3}\),

\[
\frac{dn^*}{dn}=\Big[1+\frac{Z_a^2}{n^{*3}}\frac{d\delta}{dE}\Big]^{-1}. \tag{15}
\]

In model (13) the valence state is taken as 4s, the fourth s level. The first two valence levels are

- 4s: \(E=-0.139306\) hartree, \(n^*=1.8945\), \(\delta=2.1055\);
- 5s: \(E=-0.059122\) hartree, \(n^*=2.9081\), \(\delta=2.0919\).

These two levels already give a useful estimate of the slope:

\[
\frac{d\delta}{dE}\approx\frac{2.1055-2.0919}{-0.139306+0.059122}\approx-0.17 .
\]

With \(n^{*3}=6.800\), (15) gives \(dn^*/dn\approx1/(1-0.025)\approx1.026\). A cubic through the four levels 4s to 7s gives 1.0261, and a quadratic through the first three gives the same value to the digits shown.

The density and the field factor of 4s follow:

\[
|\psi(0)|^2\simeq\frac{20\times1.0261}{\pi\times6.800}=0.961\ \text{bohr}^{-3},
\]
\[
F\simeq\frac{2}{3}\times\frac{20^2\times1.0261}{6.800}=40.24\ \text{hartree/bohr}^2 .
\]

Since 1 hartree/bohr² is 2.350 MHz/fm², \(F\simeq94.6\) MHz/fm². Diagonalization gives a density of 0.907 bohr\(^{-3}\), and (14) then gives \(F=89.2\) MHz/fm². The formula is 5.9% high relative to the computed value.

For the higher levels the two values of \(F\), in MHz/fm², are

- 5s: formula 25.6, computed 24.7;
- 6s: formula 10.49, computed 10.14;
- 7s: formula 5.29, computed 5.12.

The excess falls from 5.9% at 4s to 3.2% at 7s and is still 2.9% at 11s, as expected if an error made in the core persists along the series.

The numbers also show something unexpected. Setting \(dn^*/dn=1\) for 4s gives 0.936 bohr\(^{-3}\), which is 3.3% high and so closer to the computed density than the full formula. Dividing the slope factor out of the other ratios leaves excesses of 3.3%, 3.1% and 3.0% for 5s, 6s and 7s. At this core length the computed densities of 4s to 7s therefore follow \(n^{*-3}\) more closely than \(n^{*-3}dn^*/dn\). The energy dependence of the neglected WKB correction nearly cancels the slope factor. Nothing in the derivation requires this cancellation, and at \(a=0.6\) bohr it is absent: there the slope factor brings the 4s density from about 30% low to about 10% low. The cancellation is therefore no reason to drop the factor in general. It does show that a 2.6% slope correction cannot be judged from one atom when the remaining error is larger.

## Shift of a spectral line

Let \(\delta\langle r^2\rangle=0.1\) fm². The 4s level rises by 9.5 MHz according to the formula and by 8.9 MHz with the computed density. For absorption from 4s to a p state, the transition energy is \(E_p-E_s\). A nonrelativistic p wave vanishes at the nucleus, so its field shift is zero at this order. The line moves by \(-F\,\delta\langle r^2\rangle\), that is, by \(-9.5\) or \(-8.9\) MHz: the isotope with the larger nucleus has the lower line frequency as far as the field shift is concerned. For a transition between two s states, the difference of their field factors enters.

Applied to a real alkali, (2) gives the nonrelativistic, frozen-core valence part of the field factor. Three effects are missing:

- relativity changes the density close to the nucleus, and its effect grows with \(Z\);
- the core electrons readjust when the valence electron changes state, which changes their own density at the nucleus;
- exchange and correlation with the core are not described by a fixed local potential.

The 6% error found above measures the WKB step in this model for the one core length \(a=0.4\) bohr; other core lengths give errors of either sign and often larger: the 4s density is 13% low at \(a=0.35\) bohr, 15% high at 0.45 bohr and 22% high at 0.25 bohr, and for cores of 0.15 bohr or shorter the error can exceed 30%. For cores of 0.7 bohr or longer the 4s level has \(n^*<1\), and the estimate with the cubic slope can be wrong by about 100%. It does not include these effects and is not an error estimate for a measured isotope shift, which also contains the mass shift due to nuclear recoil.

## Table of computed values

```
Coulomb limit, largest relative density error: 7.4e-13
inner wave: A^2 times 2 pi Z = 1.00023
semiclassical scaling, potential multiplied by lam:
 lam=1 n=11 n*=8.9167 formula/computed=1.02911
   action/pi=11.0388 WKB/computed dE/dn=0.99997
 lam=4 n=13 n*=8.7790 formula/computed=1.00771
   action/pi=13.0287 WKB/computed dE/dn=1.00004
 lam=16 n=17 n*=8.4624 formula/computed=0.99986
   action/pi=17.0141 WKB/computed dE/dn=1.00020
model: Z=20, Za=1, a=0.4 bohr
1 hartree/bohr^2 = 2.34965 MHz/fm^2
4s: E=-0.139306 hartree, n*=1.89453, delta=2.10547, dn*/dn=1.02611
  density formula=0.96067, computed=0.90674 bohr^-3, ratio=1.0595
  F formula=94.551, computed=89.243 MHz/fm^2
5s: E=-0.059122 hartree, n*=2.90811, delta=2.09189, dn*/dn=1.00679
  density formula=0.26061, computed=0.25065 bohr^-3, ratio=1.0397
  F formula=25.649, computed=24.670 MHz/fm^2
6s: E=-0.032664 hartree, n*=3.91246, delta=2.08754, dn*/dn=1.00274
  density formula=0.10659, computed=0.10307 bohr^-3, ratio=1.0342
  F formula=10.491, computed=10.144 MHz/fm^2
7s: E=-0.020703 hartree, n*=4.91441, delta=2.08559, dn*/dn=1.00137
  density formula=0.05371, computed=0.05205 bohr^-3, ratio=1.0318
  F formula=5.286, computed=5.123 MHz/fm^2
4s dn*/dn from three levels only: 1.02611
4s density with dn*/dn set to 1: 0.93622 bohr^-3
4s classical action/pi: 4.0370
sphere: shift/first order at R=0.004 bohr: 0.8990; R to 0: 1.0024
finite-radius correction at rms radius 3.5 fm: -0.233 percent
shell: shift/first order at R=0.004 bohr: 0.8736; R to 0: 1.0024
change of <r^2>: 0.1 fm^2
4s level shift: formula 9.455, computed 8.924 MHz
4s to np line shift: formula -9.455, computed -8.924 MHz
```
